# Permittivity from the equilibrium dipole autocorrelation function

## Theorem

Let a dielectric of volume $V$ at temperature $T$ have slow coordinates with total dipole $\mathbf M$, and let $\delta\mathbf M=\mathbf M-\langle\mathbf M\rangle$. Define

$$C(t)=\langle\delta\mathbf M(0)\cdot\delta\mathbf M(t)\rangle ,\qquad \beta=\frac1{k_BT}.$$

With time factor $e^{-i\omega t}$ and $\varepsilon=\varepsilon'+i\varepsilon''$, the relative permittivity is

$$\boxed{\;\varepsilon(\omega)=\varepsilon_\infty-\frac{\beta}{3V\varepsilon_0}\int_0^\infty dt\,e^{i\omega t}\,\frac{dC}{dt}\;}\tag{1}$$

under these assumptions:

- **A1.** The field is weak, and the field-free state is canonical.
- **A2.** The medium is isotropic. For a single axis $z$, $C/3$ is replaced by $C_{zz}$.
- **A3.** $C(t)$ tends to a limit $C(\infty)$, and $C(t)-C(\infty)$ is integrable. This excludes dc conduction, in which $\mathbf M$ drifts without bound.
- **A4.** The fluctuations are those at fixed macroscopic field, that is, with short-circuited electrodes.
- **A5.** Electrons follow the slow coordinates at once. $\mathbf M$ includes the polarization that the slow coordinates induce in the electrons, and $\varepsilon_\infty$ is the response with the slow coordinates clamped.
- **A6.** The slow coordinates are classical. Otherwise $C$ is replaced by the Kubo correlation function of Lemma 3.

SI units are used throughout, because the example is a warm film between electrodes.

## Lemma 1: the coupling to the field

*At fixed voltage the perturbation is $H'=-\mathbf M\cdot\mathbf E(t)$, and $\varepsilon=\varepsilon_\infty+\langle M\rangle_E/(V\varepsilon_0E)$, where $\langle M\rangle_E$ is the field-induced change of the mean.*

**Proof.** Take plates a distance $d$ apart at voltage $U$. Electrostatics is linear, so the field at each charge $q_i$ is its value with short-circuited plates plus the uniform field $E=U/d$. The extra force $q_iE$ derives from the energy $-\sum_iq_iz_iE=-ME$.

When the electrons are eliminated at given slow coordinates, the energy to second order in the field is

$$W(E)=H_0-ME-\tfrac12V\varepsilon_0(\varepsilon_\infty-1)E^2 .$$

The total dipole is $-\partial W/\partial E=M+V\varepsilon_0(\varepsilon_\infty-1)E$. Thus $M$ contains the induced polarization. If the clamped response varies with the slow coordinates, its equilibrium mean enters at linear order. Inserting the field-induced polarization in $D=\varepsilon_0E+P$ gives

$$D=\varepsilon_0\varepsilon_\infty E+\frac{\langle M\rangle_E}{V},$$

and division by $\varepsilon_0E$ proves the claim. ∎

**Corollary (fixed electrode charge).** With isolated electrodes the imposed uniform field is $D/\varepsilon_0$, so $H'=-MD/\varepsilon_0$. Since $P=D-\varepsilon_0E=D(1-1/\varepsilon)$, the response to $D$ is $1-1/\varepsilon$. If $M$ is the total dipole and all its coordinates are classical, then

$$1-\frac1{\varepsilon(\omega)}=-\frac{\beta}{V\varepsilon_0}\int_0^\infty dt\,e^{i\omega t}\frac{dC_{zz}^{\rm open}}{dt}.$$

The electrical boundary therefore changes both the fluctuations and the formula that converts them.

**A static check.** Four layers fill a gap of unit thickness. Their thicknesses are $0.3,0.2,0.1,0.4$, their slow susceptibilities $0.5,0.9,0.02,0.2$, and their fast ones $1.2,1.8,0.05,1.5$. Equal $D$ in all layers gives the series law $1/\varepsilon=\sum_ia_i/\varepsilon_i$, hence $\varepsilon=2.4584$. Closed-circuit and open-circuit fluctuations, each with its own formula, also give $2.4584$. So does $\varepsilon_\infty=2.1597$ plus the fluctuations of the dressed slow dipole. Leaving out the induced part of that dipole gives $2.5394$, so assumption A5 has numerical consequences.

## Lemma 2: the classical response function

*A field component $E_b$ produces*

$$\delta\langle M_a(t)\rangle=\sum_b\int_0^\infty ds\,\phi_{ab}(s)E_b(t-s),\qquad \phi_{ab}(t)=-\beta\frac{d}{dt}\langle M_b(0)M_a(t)\rangle .\tag{2}$$

**Proof.** Define $\{A,B\}=\partial_qA\,\partial_pB-\partial_pA\,\partial_qB$, summed over coordinates. Then $\dot A=\{A,H\}$, and the phase-space density obeys $\partial_tf=\{H,f\}$.

Apply an impulse $E_b=J\delta(t)$, so that $H'=-M_bJ\delta(t)$. Integrating the Liouville equation across $t=0$ to first order gives

$$\delta f=-J\{M_b,f_0\}.$$

For $f_0=e^{-\beta H_0}/Z$, the chain rule gives $\{M_b,f_0\}=-\beta f_0\{M_b,H_0\}=-\beta f_0\dot M_b$. The two minus signs cancel:

$$\delta f=\beta J f_0\dot M_b .$$

After the impulse each phase point follows the field-free motion. Averaging $M_a(t)$ over $\delta f$ and dividing by $J$ gives $\phi_{ab}(t)=\beta\langle\dot M_b(0)M_a(t)\rangle$.

In equilibrium $\langle M_b(s)M_a(s+t)\rangle$ does not depend on $s$. Its derivative at $s=0$ is

$$\langle\dot M_b(0)M_a(t)\rangle+\langle M_b(0)\dot M_a(t)\rangle=0 ,$$

which turns the first form of $\phi_{ab}$ into (2). A general weak field is a sum of impulses, whose responses add at linear order. ∎

The lemma was tested on an ensemble of rotors with dipole $\cos\varphi$, unit moment of inertia, $k_BT=1.3$ and a threefold barrier of height 1. The response to a small kick and $-\beta\,dC/dt$ differ by at most $5.6\times10^{-5}$ of the peak response, for times up to 2.

## Proof of the theorem

Put $E_b(t)=E_be^{-i\omega t}$ in (2). The factor $e^{-i\omega(t-s)}$ leaves $e^{i\omega s}$ under the integral. Isotropy gives $\phi_{ab}=\delta_{ab}\phi$, where

$$\phi=\frac13\sum_a\phi_{aa}=-\frac\beta3\frac{dC}{dt}.$$

Subtracting the constant $|\langle\mathbf M\rangle|^2$ does not alter the derivative. Hence $\langle M\rangle_E/E=\int_0^\infty e^{i\omega t}\phi(t)\,dt$, and Lemma 1 gives (1). ∎

**Remark 1: equivalent form.** Let $F(t)=C(t)-C(\infty)$. Integration by parts gives

$$-\int_0^\infty e^{i\omega t}\dot F\,dt=F(0)+i\omega\int_0^\infty e^{i\omega t}F\,dt ,$$

because the upper boundary term vanishes. In the limit $\omega\to0$,

$$\varepsilon(0)-\varepsilon_\infty=\frac{\beta}{3V\varepsilon_0}\,[C(0)-C(\infty)] .$$

A dipole component frozen during the measurement contributes equally to both terms and gives no response.

**Remark 2: the loss.** The imaginary part is

$$\varepsilon''(\omega)=\frac{\beta\omega}{3V\varepsilon_0}\int_0^\infty F(t)\cos\omega t\,dt .$$

Stationarity makes $F$ even, so the integral is half the two-sided spectrum of the dipole fluctuations. For $\omega\neq0$ that spectrum is the long-time limit of $\langle|\int_0^{t_m}\delta\mathbf M\,e^{i\omega t}dt|^2\rangle/t_m$, which is not negative. Thus $\varepsilon''\ge0$ for $\omega>0$: a medium in equilibrium can absorb energy from a weak field but cannot amplify it.

## Lemma 3: the quantum correlation function

*In quantum mechanics (1) holds with*

$$C_K(t)=\frac1\beta\int_0^\beta d\lambda\,\langle e^{\lambda H}\mathbf M e^{-\lambda H}\cdot\mathbf M(t)\rangle-|\langle\mathbf M\rangle|^2 .$$

**Proof.** Let $H$ be the field-free Hamiltonian. From $\dot\rho=-(i/\hbar)[H+H',\rho]$, an impulse produces $\delta\rho=(iJ/\hbar)[M_b,\rho_0]$. Therefore

$$\phi_{ab}(t)=\frac i\hbar{\rm Tr}\{[M_b,\rho_0]M_a(t)\}=\frac i\hbar\langle[M_a(t),M_b]\rangle .$$

Since $\rho_0=e^{-\beta H}/Z$, we have $M_b\rho_0=\rho_0e^{\beta H}M_be^{-\beta H}$. Writing the difference from $\rho_0M_b$ as the integral of a derivative gives

$$[M_b,\rho_0]=\rho_0\int_0^\beta d\lambda\,e^{\lambda H}[H,M_b]e^{-\lambda H}.$$

The Heisenberg equation gives $[H,M_b]=-i\hbar\dot M_b$, and $(i/\hbar)(-i\hbar)=1$. Hence $\phi_{ab}=\int_0^\beta d\lambda\langle e^{\lambda H}\dot M_be^{-\lambda H}M_a(t)\rangle$. Stationarity moves the time derivative to $M_a$ with a minus sign, as in Lemma 2. ∎

To compare with the symmetrized function, take levels $m,n$ with populations $p_m,p_n$, and set $\hbar\Omega=E_n-E_m$ and $x=\beta\hbar\Omega$. The coefficient of $|M_{mn}|^2e^{i\Omega t}$ in $C_K$ is

$$\frac{p_m}\beta\int_0^\beta e^{-\lambda\hbar\Omega}d\lambda=p_m\frac{1-e^{-x}}x=\frac{p_m-p_n}{x}.$$

In the symmetrized function it is $(p_m+p_n)/2$. Because $p_n=p_me^{-x}$, the ratio is

$$\frac{2}{x}\,\frac{1-e^{-x}}{1+e^{-x}}=\frac{\tanh(x/2)}{x/2}.\tag{3}$$

It tends to 1 when $\hbar\Omega\ll k_BT$, where the order of the operators no longer matters. For a test system with levels $0,0.6,1.3,2.1,3.0$, $\beta=2$, $\hbar=1$ and a random symmetric dipole matrix, the Kubo form reproduces the direct response to $2.4\times10^{-7}$ of its peak. The symmetrized function put in its place errs by 44% of the peak.

## Lemma 4: thermally activated jumps

*Let site populations obey $\dot p=L(E)p$, with site energies $u_j-m_jE$, and let the Boltzmann distribution at each constant $E$ be stationary. Then the response is again $-\beta\,dC/dt$.*

**Proof.** Write $L=L_0+EL_1$ and $p_{\rm eq}(E)=p_0+E\beta\,\delta m\,p_0+\dots$, where $\delta m_j=m_j-\langle m\rangle$ multiplies site by site. The first-order part of $L(E)p_{\rm eq}(E)=0$ is

$$L_1p_0=-\beta L_0(\delta m\,p_0).$$

An impulse $J$ changes $p$ by $JL_1p_0$, which then evolves under $e^{L_0t}$. Hence

$$\phi(t)=\sum_jm_j\,[e^{L_0t}L_1p_0]_j=-\beta\frac d{dt}\sum_jm_j\,[e^{L_0t}(\delta m\,p_0)]_j .$$

The last sum is $C(t)$. ∎

The way the field is shared between forward and backward rates drops out, provided the Boltzmann state remains stationary. Detailed balance ensures this.

## Proposition: a dipole with three equivalent sites

*Independent molecules of number density $n$ have randomly oriented axes. The transverse dipole $\mu$ of each hops among directions $120^\circ$ apart, at rate $k$ to each neighbour. Then*

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{\Delta\varepsilon}{1-i\omega\tau},\qquad \tau=\frac1{3k},\qquad \Delta\varepsilon=\frac{n\mu^2}{3\varepsilon_0k_BT}.\tag{4}$$

**Proof.** Since the populations sum to 1,

$$\dot p_j=k\sum_{i\ne j}p_i-2kp_j=k(1-p_j)-2kp_j=k(1-3p_j).$$

Deviations from $1/3$ decay as $e^{-3kt}$. The three dipole vectors sum to zero, so the mean dipole that follows a known starting site decays in the same way. Independent molecules have no cross terms, and $C(t)=nV\mu^2e^{-t/\tau}$. Then

$$-\int_0^\infty e^{i\omega t}\dot C\,dt=\frac{nV\mu^2}\tau\,\frac1{1/\tau-i\omega}=\frac{nV\mu^2}{1-i\omega\tau},$$

and (1) gives (4). ∎

The parts of (4) are

$$\varepsilon'=\varepsilon_\infty+\frac{\Delta\varepsilon}{1+\omega^2\tau^2},\qquad \varepsilon''=\frac{\Delta\varepsilon\,\omega\tau}{1+\omega^2\tau^2}.$$

The loss peaks at $\omega\tau=1$ with height $\Delta\varepsilon/2$. Populations driven by an oscillating field with $\mu E=0.02\,k_BT$ agree with (4) to $2.5\times10^{-5}$ of $\Delta\varepsilon$, at $\omega\tau=0.5$ and $2$.

**Remark 3: short times.** Equation (4) makes $\omega\varepsilon''$ approach the constant $\Delta\varepsilon/\tau$ at high frequency, because the jump model has $\dot C(0^+)\ne0$. Hamiltonian motion has $\langle\dot{\mathbf M}\cdot\mathbf M\rangle=\frac12\,d\langle M^2\rangle/dt=0$, so the response starts from zero. Equation (4) therefore fails at frequencies that resolve motion within a well.

## Worked example: hindered silanol in a low-k film

The rough inputs are $n=1\ \mathrm{nm^{-3}}$, $\mu=1.5$ D as it enters $\mathbf M$, a torsional barrier $E_b=0.20$ eV, a hydrogen arm $r=0.09$ nm and $\varepsilon_\infty=2.5$. The barrier is an assumed value for a group hindered by its surroundings. A free silanol such as $\mathrm{H_3SiOH}$ has a barrier of only about 0.02 eV (Hartree–Fock and MP2 values range from 0.017 to 0.029 eV with the basis set), comparable with $k_BT$ at room temperature. It turns almost freely, and the jump model does not apply to it.

The torsional energy is $\frac12E_b(1-\cos3\varphi)\approx\frac12(\frac92E_b)\varphi^2$ near a minimum, so $I\omega_0^2=\frac92E_b$. With $I=m_pr^2=1.355\times10^{-47}\ \mathrm{kg\,m^2}$, the attempt frequency is $\omega_0/2\pi=16.4$ THz.

The classical one-way flux over a barrier is $\sqrt{k_BT/2\pi I}\,e^{-\beta E_b}$ divided by the configurational integral of the well. In the harmonic approximation that integral is $\sqrt{2\pi k_BT/I\omega_0^2}$. Hence, if the well stays in thermal equilibrium and every crossing ends in the neighbouring well,

$$k=\frac{\omega_0}{2\pi}e^{-E_b/k_BT}=16.42\ \mathrm{THz}\times e^{-0.20/0.02585}=7.17\ \mathrm{ns^{-1}}$$

at 300 K. Then $\tau=1/(3\times7.17\ \mathrm{ns^{-1}})=46.5$ ps, and the loss peak lies at $1/(2\pi\tau)=3.4$ GHz. The strength is

$$\Delta\varepsilon=\frac{(1\ \mathrm{nm^{-3}})(1.5\ \mathrm D)^2}{3\varepsilon_0(0.02585\ \mathrm{eV})}=0.23 ,$$

so the low-frequency permittivity is $2.73$ and the peak loss is $0.114$.

At 400 K, with the other inputs held fixed, $\tau=6.7$ ps, $\Delta\varepsilon=0.17$ and the peak moves to 24 GHz. At 1 GHz the loss tangent falls from $0.023$ to $0.003$, because the peak has moved away. At 10 GHz it changes little, from $0.028$ to $0.023$: this frequency is above the peak at 300 K and below it at 400 K. There $\varepsilon'$ rises from $2.52$ to $2.64$, although $\Delta\varepsilon$ falls, since the dipoles now follow the field more fully.

### What the model leaves out

**Disorder.** An amorphous film breaks the assumption of identical sites and barriers. For site energies of 0, 30 and 60 meV, with the saddles kept 0.20 eV above the lowest site, the strength is multiplied by $0.67$ and the loss at the old peak by $0.45$. Separately, a Gaussian barrier spread of standard deviation 30 meV multiplies the peak loss by $0.69$ if the three barriers of a group shift together, and by about $0.75$ if they vary independently. Both results are for 300 K.

**Quantum motion.** At 10 GHz, (3) differs from 1 by $2\times10^{-7}$. At the torsional frequency $x=2.6$ and the factor is $0.66$, so a symmetrized quantum correlation function would need correction there. A classical one would not in the harmonic approximation, because the response of a harmonic displacement to a force does not contain $\hbar$. The hopping rate, however, does change. The quantum partition function of the well gives a factor $2\sinh(x/2)/x$. Thermally averaged transmission through a parabolic barrier of the same curvature gives $(x/2)/\sin(x/2)$. Their product is $1.8$. The levels and barrier transmission of the full cosine potential give about $1.65$ instead. Either value would move the peak to about 6 GHz. The ground-state tunnel splitting of $3.9\ \mu$eV, divided by $\hbar$, is about $6\ \mathrm{ns^{-1}}$, comparable with $k$. Excited torsional levels split more, the first by about 0.14 meV. Incoherent hopping therefore needs coupling to the surroundings that destroys the phase between wells. Site mismatches of tens of meV localize the low levels, but do not by themselves cause hopping.

**Damping.** The rate $k$ assumes that the surroundings keep each well in thermal equilibrium without turning trajectories back at the barrier. Friction with a damping rate equal to $\omega_0$ causes recrossing and multiplies the classical rate by $0.62$. Very weak friction also slows the relaxation, because the well then regains its energetic molecules slowly. The peak frequency is therefore an estimate that depends on the coupling to the film.

**Smaller effects.** The full cosine well lowers the classical rate by 4%. Classical harmonic libration has $\langle\varphi^2\rangle=k_BT/I\omega_0^2=0.029$, which would reduce the squared hopping dipole by about 3%. Since $\hbar\omega_0>k_BT$, zero-point motion matters: the quantum levels of the cosine well give $\langle\varphi^2\rangle\approx0.05$ and a reduction of about 5%. For evenly spread groups the dipole-dipole energy is about $0.02\,k_BT$. At 1 MV/cm, $\mu E=0.12\,k_BT$ and saturation lowers the static response by $0.15\%$.

**The real film.** The inputs illustrate hindered silanol groups in a porous organosilicate. The height and threefold form of the barrier are assumptions, not measured properties of a film, and $n$ counts only the groups that are hindered in this way. The silanol content depends on curing and plasma damage, and $\Delta\varepsilon$ scales linearly with $n$ while the groups remain independent. Adsorbed water and hydrogen-bonded clusters are absent from the model. The numbers describe one relaxation process, not the total loss of a particular film; the numerical output below lists them in full.

## Calculated quantities

```
Classical kick test, largest error / peak: 5.6e-05
Kubo correlation test, largest error / peak: 2.4e-07
Same with symmetrized correlation: 0.439
Capacitor eps, series law: 2.4584
Capacitor eps, closed-circuit fluctuations: 2.4584
Capacitor eps, open-circuit fluctuations: 2.4584
Capacitor eps_inf, slow part clamped: 2.1597
Capacitor eps, eps_inf + dressed dipole: 2.4584
Capacitor eps, eps_inf + bare dipole (wrong): 2.5394
Driven three-site test, Debye form, error: 2.5e-05
Driven unequal-site test, error: 1.8e-05
Silanol density: 1 nm^-3
Transverse dipole: 1.5 D
Torsional barrier: 0.2 eV
Hydrogen arm: 0.09 nm
eps_inf of film: 2.5
Moment of inertia: 1.355e-47 kg m^2
Attempt frequency: 16.42 THz
300 K: thermal energy: 0.02585 eV
300 K: rate over one barrier: 7.17 ns^-1
300 K: relaxation time: 46.49 ps
300 K: relaxation strength: 0.2275
300 K: loss-peak frequency: 3.423 GHz
300 K: peak eps'': 0.1138
300 K, 1 GHz: eps' 2.7097, eps'' 0.0612, tan delta 0.0226
300 K, 10 GHz: eps' 2.5239, eps'' 0.0697, tan delta 0.0276
400 K: thermal energy: 0.03447 eV
400 K: rate over one barrier: 49.6 ns^-1
400 K: relaxation time: 6.721 ps
400 K: relaxation strength: 0.1707
400 K: loss-peak frequency: 23.68 GHz
400 K: peak eps'': 0.08533
400 K, 1 GHz: eps' 2.6704, eps'' 0.0072, tan delta 0.0027
400 K, 10 GHz: eps' 2.6448, eps'' 0.0612, tan delta 0.0231
Neglected effects at 300 K:
hbar*omega/kT at 10 GHz: 0.0016
1 - quantum factor at 10 GHz: 2.1e-07
hbar*omega/kT at torsional frequency: 2.627
Quantum factor at torsional frequency: 0.659
Rate factor, tunnelling and zero point: 1.78
Ground tunnel splitting: 3.93 ueV
Full-well flux rate / harmonic rate: 0.9621
Rate factor if friction = omega0: 0.618
Mean square libration angle: 0.0287 rad^2
Strength factor, sites at 0, 30, 60 meV: 0.666
Loss factor at old peak, same sites: 0.454
Peak-loss factor, 30 meV barrier spread: 0.694
Dipole-dipole energy / kT: 0.0217
Dipole energy / kT at 1 MV/cm: 0.121
1 - saturation factor at 1 MV/cm: 0.0015
```
